# Partial waves near the nucleus: the linear term and even pseudo waves

Suppose a pseudo partial wave for an s electron is built inside a matching radius from a polynomial in \(r\), and the polynomial is allowed a linear term: \(\tilde\psi = c+br+\dots\). The function is finite and looks harmless on a plot of \(r>0\). Along a straight line through the nucleus, however, \(r=|z|\), so the wave has a kink. Its Laplacian contains \(\nabla^2(br)=2b/r\), which diverges. Any finite sum of plane waves is infinitely differentiable and cannot reproduce that kink. The projector augmented-wave (PAW) method introduces pseudo partial waves to remove such structure from the part of the problem treated with plane waves, and a linear term of this kind puts it back.

Two facts are therefore needed: which odd term the true partial wave contains, and which powers a smooth replacement may contain. Each is derived below in two ways.

## Setting and statement

Hartree atomic units are used. The electron is non-relativistic, the nucleus is a point charge \(Z\), and the potential \(V(r)\) is spherical near it. Write the wave as \(\psi=[u(r)/r]Y_{lm}\). Since

\[
\nabla^2\!\left(\frac{u}{r}Y_{lm}\right)=\frac1r\left[u''-\frac{l(l+1)}{r^2}u\right]Y_{lm},
\]

the Schrödinger equation \(-\tfrac12\nabla^2\psi+V\psi=E\psi\) becomes

\[
u''-\frac{l(l+1)}{r^2}u=2(V-E)u. \tag{1}
\]

The energy \(E\) is a chosen reference energy and need not be an eigenvalue. The conditions on \(u\) thus concern the neighbourhood of the nucleus, not large distances.

The claims are these.

(A) If \(V\) behaves as \(-Z/r\) at the nucleus, the acceptable solution is, up to a constant factor,

\[
u=r^{l+1}\left[1-\frac{Zr}{l+1}+\dots\right]. \tag{2}
\]

(B) A smooth pseudo partial wave \([\tilde u(r)/r]Y_{lm}\) has

\[
\tilde u=r^{l+1}\left(c_0+c_1r^2+c_2r^4+\dots\right). \tag{3}
\]

"Smooth" means infinitely differentiable at the nucleus as a function of \(x,y,z\). Differentiability in \(r\) alone is not enough, as the kink shows. Equation (3) is a Taylor expansion; for a function that is smooth but not analytic, the series need not converge to it.

## First derivation: power series in the radial equation

### The leading power

Let the potential have the expansion \(V=-Z/r+v_0+v_1r+\dots\), and try \(u\approx r^s\). The left side of (1) is \([s(s-1)-l(l+1)]r^{s-2}\), while the right side starts at \(r^{s-1}\). The coefficient of \(r^{s-2}\) must vanish:

\[
s(s-1)-l(l+1)=(s-l-1)(s+l)=0.
\]

Hence \(s=l+1\) or \(s=-l\).

For \(l\ge1\), the second choice makes \(\int u^2dr\) behave as \(\int r^{-2l}dr\), which diverges at the nucleus. For \(l=0\) that integral is finite and another reason is needed. There \(\psi\) behaves as \(1/r\) to leading order, up to a constant factor; the next term is \(-2Z\ln r\). Integrate the Schrödinger equation over a ball of radius \(R\). The kinetic term is a surface flux. The logarithm contributes an amount proportional to \(R\), which vanishes as the ball shrinks, and the leading term contributes

\[
-\frac12\,4\pi R^2\frac{d}{dR}\frac1R=2\pi,
\]

while the Coulomb term gives \(-Z\int_0^R r^{-2}\,4\pi r^2dr=-4\pi ZR\), which vanishes with \(R\), as does the rest. The flux \(2\pi\) has nothing to cancel it, so this function does not solve the equation at the nucleus. The leading power is \(l+1\) for every \(l\).

### The coefficients

Write

\[
u=r^{l+1}\sum_{j\ge0}a_jr^j,\qquad a_0=1,\qquad r(V-E)=\sum_{i\ge0}w_ir^i,
\]

so that \(w_0=-Z\), \(w_1=v_0-E\), \(w_2=v_1\). On the left of (1), the term with \(a_j\) carries the factor

\[
(l+1+j)(l+j)-l(l+1)=j(j+2l+1)
\]

and the power \(r^{l+j-1}\). On the right, \(2(V-E)u=(2/r)\sum_iw_ir^i\,u\), and the same power arises from all products \(w_ia_k\) with \(i+k=j-1\). Therefore

\[
j(j+2l+1)\,a_j=2\sum_{i=0}^{j-1}w_i\,a_{j-1-i}. \tag{4}
\]

For \(j=1\) this reads \((2l+2)a_1=2w_0=-2Z\), so

\[
a_1=-\frac{Z}{l+1},
\]

which is (2). For \(j=2\) it reads \(2(2l+3)a_2=2(w_0a_1+w_1)\), so

\[
a_2=\frac{1}{2l+3}\left[\frac{Z^2}{l+1}+v_0-E\right]. \tag{5}
\]

The energy and the constant part of the screening first appear here. Close to the nucleus the Coulomb attraction outweighs both, which is why partial waves of the same \(l\) at different energies share their first two terms.

Hydrogen-like functions give a check. The 1s function \(u=re^{-Zr}\) has \(a_1=-Z\) and \(a_2=Z^2/2\). With \(E=-Z^2/2\) and \(v_0=0\), equation (5) gives \((Z^2+Z^2/2)/3=Z^2/2\). The 2p function \(u=r^2e^{-Zr/2}\) has \(a_1=-Z/2\), as (2) requires for \(l=1\).

### Convergence

The series is more than a formal device. If \(\sum w_ir^i\) converges in some interval, there are positive numbers \(M\) and \(\rho\) with \(|w_i|\le M/\rho^i\). Let \(K\) be the larger of \(M\) and \(1/\rho\), and suppose \(|a_k|\le K^k\) for all \(k<j\). Each of the \(j\) terms in (4) is then at most \(MK^{j-1}\), and

\[
|a_j|\le\frac{2jMK^{j-1}}{j(j+2l+1)}\le\frac{2}{j+1}MK^{j-1}\le K^j .
\]

Since \(a_0=1\), the bound holds for every \(j\), and the series converges at least for \(r<1/K\).

### The smooth wave

Now let the pseudo wave solve a radial equation of the same form with a potential \(\tilde V\) that is finite and even in \(r\): \(\tilde V=\tilde v_0+\tilde v_2r^2+\dots\). Then \(r(\tilde V-E)\) contains odd powers only, so \(w_i=0\) for even \(i\).

Take \(j\) odd in (4). A nonzero \(w_i\) has odd \(i\), so the index \(j-1-i\) of its partner is odd, and smaller than \(j\). For \(j=1\) the only term is \(w_0a_0=0\), so \(a_1=0\). For \(j=3\) the only surviving product contains \(a_1\), so \(a_3=0\), and so on. All odd coefficients vanish and (3) follows.

Removing the Coulomb singularity is not sufficient. If \(\tilde V\) is finite but has a linear term \(v_1r\), then \(w_0=0\) and \(a_1=0\), and (4) for \(j=3\) gives

\[
3(2l+4)a_3=2v_1,\qquad a_3=\frac{v_1}{3(l+2)}. \tag{6}
\]

An odd term has returned, two orders later than in the Coulomb case. The numerical output shows this for two finite potentials of depth 3 hartree and length 1 bohr. The Gaussian \(-3e^{-r^2}\) is even and leaves no cubic coefficient at the printed precision. The exponential \(-3e^{-r}\) has \(v_1=3\), and the integrated waves have \(a_3=0.500\), \(0.333\) and \(0.250\) bohr\(^{-3}\) for \(l=0,1,2\), in agreement with \(1/(l+2)\).

## Second derivation: flux and Taylor polynomials

### The linear term from a flux balance

Assume now only that \(rV\to-Z\) as \(r\to0\), and that \(V\) is continuous for \(r>0\). No power series is required. Put \(u=r^{l+1}g\). Differentiating twice,

\[
u''=r^{l+1}g''+2(l+1)r^lg'+l(l+1)r^{l-1}g .
\]

The last term cancels the centrifugal term in (1). Multiplying what remains by \(r^{l+1}\) gives

\[
\left(r^{2l+2}g'\right)'=2r^{2l+2}(V-E)g. \tag{7}
\]

This is a balance equation: the flux \(r^{2l+2}g'\) changes by the source on the right. Consider a solution with \(g(0)=1\) and \(g\) continuous. The source behaves as \(-2Zr^{2l+1}\), which is integrable, so the flux has a limit \(C\) at the nucleus. If \(C\) were not zero, \(g'\approx Cr^{-2l-2}\) would make \(g\) diverge as \(r^{-2l-1}\), against the assumption. Hence \(C=0\), and

\[
g'(r)=\frac{2}{r^{2l+2}}\int_0^r s^{2l+2}(V-E)g\,ds. \tag{8}
\]

For small \(r\) the integrand is \(-Zs^{2l+1}\) to leading order. Its integral is \(-Zr^{2l+2}/(2l+2)\), so

\[
g'(0)=-\frac{2Z}{2l+2}=-\frac{Z}{l+1}.
\]

Such a solution exists. Integrate (8) once more, starting from \(g(0)=1\), and solve by iteration. If \(|s(V-E)|\le M\) on the interval, the difference between two trial functions is multiplied at each step by at most

\[
\int_0^r\frac{2M}{t^{2l+2}}\int_0^ts^{2l+1}ds\,dt=\frac{Mr}{l+1}.
\]

This is less than one for \(r<(l+1)/M\), so the iteration converges to a single continuous \(g\). A second solution of (1) is \(u\int_r^{r_1}ds/u^2\), with \(r_1\) a fixed small radius. It behaves as \(r^{-l}/(2l+1)\), and is excluded by the arguments given above.

The factor \(l+1\) now has a direct meaning. In (8) the source is integrated with the weight \(s^{2l+2}\) and then divided by the value of that weight at \(r\). For the Coulomb source the ratio is \(\int_0^rs^{2l+1}ds/r^{2l+2}=1/(2l+2)\): a higher power confines the integral to a thinner shell just inside \(r\), so the slope is smaller for larger \(l\). If the point charge is replaced by a nucleus of finite size whose potential is finite at the centre, then \(rV\to0\), and (8) gives \(g'(0)=0\). At \(r=0\) itself the linear term belongs to the point nucleus, but outside a real nucleus it returns within a few nuclear radii. For \(Z=4\), \(l=0\) and a uniformly charged sphere of radius \(6\times10^{-5}\) bohr, about the size of a beryllium nucleus, \(g'/g\) is \(-3.20\) bohr\(^{-1}\) at the surface and \(-3.99\) bohr\(^{-1}\) at ten radii.

### The even series from smoothness alone

Let \(F(x,y,z)=\tilde R(r)Y_{lm}\), with \(\tilde R=\tilde u/r\), be smooth at the nucleus. No wave equation is assumed. Taylor's theorem gives, to any chosen order \(N\),

\[
F=\sum_{n=0}^{N}P_n(x,y,z)+o(r^N),
\]

where \(P_n\) is a homogeneous polynomial of degree \(n\). Along the ray with direction \(\omega\), \(P_n=r^nP_n(\omega)\). Choose a direction \(\omega_0\) in which \(Y_{lm}\ne0\) and divide by \(Y_{lm}(\omega_0)\):

\[
\tilde R(r)=\sum_{n=0}^{N}b_nr^n+o(r^N),\qquad b_n=\frac{P_n(\omega_0)}{Y_{lm}(\omega_0)}.
\]

Insert this expansion along any other ray. The coefficients of an expansion in \(r\) are unique, so \(P_n(\omega)=b_nY_{lm}(\omega)\) in every direction. Each Taylor term is therefore

\[
P_n=b_n\,r^nY_{lm}. \tag{9}
\]

It remains to find which functions \(r^nY_{lm}\) can be polynomials. The radial part of the Laplacian multiplies \(r^{n-2}\) by \(n(n+1)\), and the angular part by \(-l(l+1)\):

\[
\nabla^2(r^nY_{lm})=\left[n(n+1)-l(l+1)\right]r^{n-2}Y_{lm}. \tag{10}
\]

Apply the Laplacian repeatedly. The degree falls through \(n,n-2,\dots\) to 0 or 1, and the next Laplacian must give zero, because a polynomial of degree 0 or 1 has no second derivatives. By (10), the result can vanish only if one of the brackets does. For non-negative degrees, the bracket vanishes only at degree \(l\). The descending sequence reaches \(l\) only if \(n\ge l\) and \(n-l\) is even. In all other cases \(b_n=0\). Thus

\[
\tilde R=b_lr^l+b_{l+2}r^{l+2}+\dots,
\]

and multiplication by \(r\) gives (3) with \(c_k=b_{l+2k}\).

Conversely, all these powers are allowed: \(r^lY_{lm}\) is a homogeneous polynomial, and \(r^{l+2k}Y_{lm}\) is that polynomial times \((x^2+y^2+z^2)^k\). For \(l=1\), for example, \(z\) and \(zr^2\) are polynomials, while \(zr\) is not.

## What each derivation assumes

For the true wave, the power series needs an expansion of \(rV\) in integer powers. In return it gives all further coefficients and a remainder of order \(r^2\) in the bracket of (2). The flux balance needs only the limit \(rV\to-Z\), and promises only that the remainder is small compared with \(r\). The difference is real. Add a term \(\beta/\sqrt r\) to the potential. The slope \(g'(0)\) is unchanged, but (8) acquires the leading correction

\[
\frac{2\beta}{r^{2l+2}}\int_0^rs^{2l+3/2}ds=\frac{4\beta}{4l+5}\sqrt r ,
\]

so \(g\) contains a term in \(r^{3/2}\), which the integer series cannot represent.

For the pseudo wave, the first derivation assumes a radial equation with an even potential. The second assumes smoothness and nothing about the origin of the function. This matters in PAW, where a pseudo partial wave may simply be constructed as a polynomial.

When \(c_0\ne0\) the two conditions agree near the nucleus. The potential that would produce a given \(\tilde u\) at energy \(E\) is

\[
\tilde V=E+\frac{1}{2\tilde u}\left[\tilde u''-\frac{l(l+1)}{r^2}\tilde u\right].
\]

If \(\tilde u\) has the form (3), the bracket is also \(r^{l+1}\) times an even series, and the ratio is even and finite. If \(c_0=0\), they part company. The function \(\tilde u=r^{l+3}\) is a legitimate smooth wave, but the formula gives \(\tilde V=E+(2l+3)/r^2\), which is singular. The second derivation covers this case; the first does not.

Both derivations use the non-relativistic kinetic energy for the true wave. This is a good approximation only for light atoms. With the Dirac equation and a point nucleus, the large component of an s wave starts as \(r^\gamma\) with \(\gamma=\sqrt{1-(Z/c)^2}\), where \(c\approx137\) is the speed of light: \(\gamma\) is 0.9996 for \(Z=4\), 0.939 for \(Z=47\) and 0.817 for \(Z=79\). The assumption \(rV\to-Z\) also has a limit in density-functional work. A gradient-corrected exchange-correlation potential contains the divergence of a radial field \(h(r)\hat r\) proportional to the density gradient, and the part \(2h/r\) of that divergence adds a \(1/r\) term because the density has a cusp. For a beryllium-like density, \(r\,v_{xc}\) tends to about \(-0.03\) with PBE, so \(Z\) in (2) is replaced by about \(4.03\); the local density approximation has no such term. The smoothness argument for the pseudo wave depends on neither choice.

## A screened Coulomb model

Take \(V=-(Z/r)e^{-\kappa r}\) with \(Z=4\), \(\kappa=1\) bohr\(^{-1}\) and \(E=-0.5\) hartree. Expanding the exponential gives \(v_0=Z\kappa=4\) hartree. For \(l=0\), the formulas predict \(a_1=-4\) bohr\(^{-1}\) and

\[
a_2=\frac{16+4+0.5}{3}=6.833\ \text{bohr}^{-2}.
\]

Numerical integration of (1) gives \(-4.0000\) and \(6.833\). With \(E=2\) hartree and \(\kappa=0.3\) bohr\(^{-1}\), the slope remains \(-4.0000\), while \(a_2\) falls to \(5.067\), as (5) requires.

The two-term formula is a statement about small \(r\). For \(l=0\) at \(r=0.01\) bohr, it gives \(0.9600\) for \(u/r^{l+1}\), against \(0.9607\) from the full series. At \(r=0.10\) bohr it gives \(0.600\) against \(0.661\), an error of 9% relative to the full value. For \(l=2\) at the same distance, the values are \(0.867\) and \(0.880\), an error of 1.5%.

### Building the pseudo waves

Inside \(r_c=1\) bohr, use four even terms,

\[
\tilde u=r^{l+1}(c_0+c_1r^2+c_2r^4+c_3r^6),
\]

and require \(\tilde u\) and its first three derivatives to equal those of \(u\) at \(r_c\). These are four linear equations for four coefficients. For \(l=0\) the solution is \(c_0=0.0700\), \(c_1=-0.4060\), \(c_2=0.2810\), \(c_3=-0.0700\), in powers of bohr\(^{-2}\). At \(r_c=1\) the value equation can be checked by hand:

\[
0.0700-0.4060+0.2810-0.0700=-0.1250,
\]

which is \(u(r_c)\) in the normalization \(u/r^{l+1}\to1\). The joined function has three continuous derivatives at \(r_c\). The even series secures smoothness at the nucleus, not at the matching sphere: for \(l=0\) the fourth derivative is \(-25.1\) bohr\(^{-3}\) just inside \(r_c\) and \(-1.4\) bohr\(^{-3}\) just outside. Such a jump makes the Fourier transform of an s wave fall as \(q^{-6}\), the same power that a cubic term in \(\tilde u/r\) produces, while a linear term gives the much slower \(q^{-4}\).

### What happens at the nucleus

Follow a wave along the \(z\) axis, with the angular factor normalized to 1 on the positive side. On that side the wave is \(z^l+a_1z^{l+1}+\dots\); on the negative side \(r=-z\), and it is \(z^l-a_1z^{l+1}+\dots\). Derivative \(l+1\) therefore jumps by

\[
2(l+1)!\,a_1=-2Z\,l!.
\]

The jump has the unit of \(a_1\), bohr\(^{-1}\), for every \(l\). It is \(-8\), \(-8\) and \(-16\) for \(l=0,1,2\), and numerical differentiation gives the same values. For the pseudo waves the jump is zero at the printed precision. The s wave has a kink in its value, the p wave a jump in curvature, and the d wave a jump in the third derivative. The defect is milder for higher \(l\), but it is still there.

The local kinetic energy \(-\tfrac12\nabla^2\psi/\psi\) shows what the odd term does. By (10) with \(n=l+1\), the bracket is \(2(l+1)\), and the linear term of the true wave contributes

\[
-\tfrac12\,a_1\,2(l+1)\,r^{l-1}Y_{lm}=Z\,r^{l-1}Y_{lm}.
\]

Divided by the leading \(r^lY_{lm}\), this is \(Z/r\), which cancels the Coulomb potential. At \(r=0.005\) bohr it amounts to \(4/0.005=800\) hartree. The Schrödinger equation fixes the full local kinetic energy at \(E-V\approx Z/r-v_0+E\) for every \(l\), so screening and energy lower the total by about \(4+0.5\) hartree, to 795.5. The numerical derivatives give 795.2 to 795.3 for the three waves. The shortfall comes from the difference step \(h=2\times10^{-4}\) bohr. For the s wave, the two transverse differences of \(r\) give \(4\left(\sqrt{r^2+h^2}-r\right)/h^2\approx(2/r)\left(1-h^2/4r^2\right)\), a relative loss of \(4\times10^{-4}\) of the 800 hartree, or 0.3 hartree.

For the pseudo wave the first correction has \(n=l+2\), and the bracket is \((l+2)(l+3)-l(l+1)=2(2l+3)\). The kinetic energy at the nucleus is finite:

\[
-\frac{(2l+3)c_1}{c_0}.
\]

For \(l=0\) this is \(3\times0.4060/0.0700=17.4\) hartree; for \(l=1\) and \(l=2\) it is 4.79 and 4.26 hartree.

The comparatively large s value goes with a small \(c_0\), and the s pseudo wave has a further feature. It changes sign between \(0.25\) and \(0.50\) bohr, where \(\tilde u\) goes from \(0.0114\) to \(-0.0075\). The true wave changes sign farther out, between \(0.50\) and \(0.75\) bohr. Matching with even powers has moved the node inward without removing it. At a node the formula for \(\tilde V\) divides by zero, so a pseudopotential obtained by inversion would be singular there unless the numerator vanished too. Evenness guarantees smoothness at the nucleus; the absence of nodes is a separate requirement, to be imposed through the choice of \(r_c\), the reference energy or additional coefficients.

## Numbers as computed

```
Nuclear charge Z = 4; screening kappa = 1.0 1/bohr
Reference energy E = -0.5 hartree; r_c = 1.0 bohr
Second case: E = 2.0 hartree, kappa = 0.3 1/bohr
l=0 first case: integrated a1 = -4.0000 1/bohr, a2 = 6.833 1/bohr^2
l=0 second case: integrated a1 = -4.0000 1/bohr, a2 = 5.067 1/bohr^2
l=1 first case: integrated a1 = -2.0000 1/bohr, a2 = 2.500 1/bohr^2
l=1 second case: integrated a1 = -2.0000 1/bohr, a2 = 1.440 1/bohr^2
l=2 first case: integrated a1 = -1.3333 1/bohr, a2 = 1.405 1/bohr^2
l=2 second case: integrated a1 = -1.3333 1/bohr, a2 = 0.648 1/bohr^2
l=0 r=0.01 bohr: u/r^(l+1) = 0.96068, two terms = 0.96000
l=0 r=0.05 bohr: u/r^(l+1) = 0.81614, two terms = 0.80000
l=0 r=0.10 bohr: u/r^(l+1) = 0.66110, two terms = 0.60000
l=1 r=0.01 bohr: u/r^(l+1) = 0.98025, two terms = 0.98000
l=1 r=0.05 bohr: u/r^(l+1) = 0.90597, two terms = 0.90000
l=1 r=0.10 bohr: u/r^(l+1) = 0.82284, two terms = 0.80000
l=2 r=0.01 bohr: u/r^(l+1) = 0.98681, two terms = 0.98667
l=2 r=0.05 bohr: u/r^(l+1) = 0.93671, two terms = 0.93333
l=2 r=0.10 bohr: u/r^(l+1) = 0.87965, two terms = 0.86667
l=0: polynomial degrees up to 7 containing Y_l0: [0, 2, 4, 6]
l=1: polynomial degrees up to 7 containing Y_l0: [1, 3, 5, 7]
l=2: polynomial degrees up to 7 containing Y_l0: [2, 4, 6]
l=3: polynomial degrees up to 7 containing Y_l0: [3, 5, 7]
Finite potentials of depth 3.0 hartree, lengths 1 bohr
l=0 a3 in 1/bohr^3: Gaussian 0.000 (size), exponential 0.500
l=1 a3 in 1/bohr^3: Gaussian 0.000 (size), exponential 0.333
l=2 a3 in 1/bohr^3: Gaussian 0.000 (size), exponential 0.250
l=0 pseudo c0..c3 (bohr^-2k): 0.0700, -0.4060, 0.2810, -0.0700
l=0 r=0.25 bohr: u = 0.08177, pseudo u = 0.01142 (scale: u/r^(l+1)=1 at 0)
l=0 r=0.50 bohr: u = 0.02040, pseudo u = -0.00753 (scale: u/r^(l+1)=1 at 0)
l=0 r=0.75 bohr: u = -0.05874, pseudo u = -0.06146 (scale: u/r^(l+1)=1 at 0)
l=0 r=1.00 bohr: u = -0.12503, pseudo u = -0.12503 (scale: u/r^(l+1)=1 at 0)
l=0 jump of derivative 1 (bohr^-1): true -8.000, pseudo size 0.000
l=0 local kinetic energy at 0.005 bohr (hartree): true 795.2, pseudo 17.410
l=0 pseudo kinetic limit at nucleus: 17.409 hartree
l=1 pseudo c0..c3 (bohr^-2k): 0.4785, -0.4583, 0.2649, -0.0606
l=1 r=0.25 bohr: u = 0.03911, pseudo u = 0.02818 (scale: u/r^(l+1)=1 at 0)
l=1 r=0.50 bohr: u = 0.10428, pseudo u = 0.09489 (scale: u/r^(l+1)=1 at 0)
l=1 r=0.75 bohr: u = 0.16670, pseudo u = 0.16525 (scale: u/r^(l+1)=1 at 0)
l=1 r=1.00 bohr: u = 0.22457, pseudo u = 0.22457 (scale: u/r^(l+1)=1 at 0)
l=1 jump of derivative 2 (bohr^-2): true -8.000, pseudo size 0.000
l=1 local kinetic energy at 0.005 bohr (hartree): true 795.3, pseudo 4.789
l=1 pseudo kinetic limit at nucleus: 4.789 hartree
l=2 pseudo c0..c3 (bohr^-2k): 0.6364, -0.3874, 0.2168, -0.0484
l=2 r=0.25 bohr: u = 0.01155, pseudo u = 0.00958 (scale: u/r^(l+1)=1 at 0)
l=2 r=0.50 bohr: u = 0.07252, pseudo u = 0.06904 (scale: u/r^(l+1)=1 at 0)
l=2 r=0.75 bohr: u = 0.20266, pseudo u = 0.20184 (scale: u/r^(l+1)=1 at 0)
l=2 r=1.00 bohr: u = 0.41739, pseudo u = 0.41739 (scale: u/r^(l+1)=1 at 0)
l=2 jump of derivative 3 (bohr^-3): true -16.000, pseudo size 0.000
l=2 local kinetic energy at 0.005 bohr (hartree): true 795.2, pseudo 4.262
l=2 pseudo kinetic limit at nucleus: 4.262 hartree
```
